# Why optimally tuned range-separated hybrids are not size consistent

An optimally tuned range-separated hybrid functional carries a parameter $\omega$ with the dimension of inverse length, and gives each system its own value of it. Take two fragments A and B with tuned values $\omega_A$ and $\omega_B$, and place them a distance $R$ apart, where the union AB has the value $\omega_{AB}$. As $R\to\infty$, $R$ drops out, and for closed-shell fragments that exchange no charge the energy at one given $\omega$ is a sum of one term per fragment; this additivity is derived below. Whatever survives in $E_{AB}(\omega_{AB})-E_A(\omega_A)-E_B(\omega_B)$ is then also a sum of one term per fragment, and the term for X vanishes when $\omega_{AB}=\omega_X$. If the energies are smooth in $\omega$, the leading form is fixed:

$$\Delta \simeq s_A\,(\omega_{AB}-\omega_A)+s_B\,(\omega_{AB}-\omega_B),$$

with each $s_X$ an energy times a length belonging to fragment X alone. One number $\omega_{AB}$ cannot equal two different numbers, so, barring an accidental cancellation between the two terms, this leading form can vanish only if the slope $s_X$ vanishes for every fragment whose tuned value differs from $\omega_{AB}$. The argument leaves open which value the union takes and whether the slopes are zero. Atomic units are used throughout.

## The belief and its appeal

The belief is that each species should be computed at its own tuned $\omega$, and that $E_{AB}(\omega_{AB})-E_A(\omega_A)-E_B(\omega_B)$ is the interaction energy (negative for binding), tending to zero as the fragments separate.

It has reasonable roots. Tuning uses no reference data. It imposes a property of the exact theory, that the highest occupied eigenvalue equals minus the ionization energy:

$$J(\omega)=\varepsilon_H(\omega)+E(N-1;\omega)-E(N;\omega)=0 .$$

A rule that makes each system obey an exact condition looks like an improvement for each system, and a difference of improved energies looks like an improved difference. The underlying functional is also size consistent at fixed $\omega$ for closed-shell fragments that exchange no charge, and one expects the property to be inherited. Finally, the word "optimal" suggests a stationary point, at which a small mismatch in $\omega$ would cost only second order. The flaw is that $J=0$ constrains a difference of energies at the frontier and says nothing about the total energy, which has no reason to be stationary in $\omega$ at the tuned value.

## The functional

The Coulomb interaction in the exchange term is split as $1/r=\operatorname{erf}(\omega r)/r+\operatorname{erfc}(\omega r)/r$. The first part is treated as Fock exchange, the second in the local density approximation, and correlation is PW92, which does not depend on $\omega$ (LC-LDA). With real, spin-unrestricted orbitals $\phi_{i\sigma}$, occupations $f_{i\sigma}$, density matrices $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i f_{i\sigma}\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')$ and densities $n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)$,

$$\mathcal E=T+V_{\rm Coul}+E_c-\frac12\sum_\sigma\iint \gamma_\sigma^2\,\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}+\sum_\sigma\int e(n_\sigma;\omega)\,d^3r ,$$

where $V_{\rm Coul}$ is the classical Coulomb energy of nuclei and electron density.

The function $e$ is the short-range exchange energy per volume of one spin of a uniform gas with density $n=k^3/6\pi^2$. Filling plane waves up to $k$ and doing the angular integral gives

$$\gamma^{\rm u}(r)=\frac{1}{2\pi^2 r}\int_0^k q\sin(qr)\,dq=\frac{\sin kr-kr\cos kr}{2\pi^2r^3}=3n\,\frac{j_1(kr)}{kr},$$

with $j_1(y)=(\sin y-y\cos y)/y^2$. Setting $y=kr$ and $a=\omega/2k$, so that $\omega r=2ay$,

$$e=-\frac12\int (\gamma^{\rm u})^2\,\frac{\operatorname{erfc}(\omega r)}{r}\,4\pi r^2dr=-\frac{18\pi n^2}{k^2}\int_0^\infty j_1^2(y)\operatorname{erfc}(2ay)\frac{dy}{y}.$$

Since $n^2/k^2=nk/6\pi^2$, this is $e=-\frac{3}{4\pi}kn\,F(a)$ with $F(a)=4\int_0^\infty j_1^2(y)\operatorname{erfc}(2ay)\,dy/y$.

One property of the self-consistent energy is used twice. Let $\lambda$ be any parameter in $\mathcal E$, and $E(\lambda)=\mathcal E[\phi(\lambda);\lambda]$. The chain rule gives $dE/d\lambda=\partial\mathcal E/\partial\lambda+\sum_i\int(\delta\mathcal E/\delta\phi_i)\,\partial_\lambda\phi_i$. At self-consistency $\delta\mathcal E/\delta\phi_i=2f_i\hat F\phi_i=2f_i\varepsilon_i\phi_i$, where $\hat F$ is the generalized Kohn–Sham operator, so the second term is $\sum_i f_i\varepsilon_i\,\partial_\lambda\int\phi_i^2=0$ by normalization. Only the explicit derivative remains. For $\lambda=f_i$ it is $\int\phi_i\hat F\phi_i=\varepsilon_i$, which is Janak's theorem. If $E_X(x)$ is the energy of X with a fraction $x$ of its $\beta$ HOMO electron removed, then $dE_X/dx=-\varepsilon$, where $\varepsilon$ is the eigenvalue of the partly filled orbital.

## At one fixed $\omega$ nothing goes wrong

Assume closed-shell fragments, so far apart that their orbitals do not overlap, with the HOMO of each below the LUMO of the other, so that no charge moves. Every occupied orbital then lies on one fragment, and $\gamma_\sigma(\mathbf r,\mathbf r')$ vanishes when its two arguments lie on different fragments. The kinetic energy adds orbital by orbital. The local terms $E_c$ and $\int e$ add because at each point only one fragment has density. Fock exchange adds because $\gamma_\sigma^2$ has no cross part. The only cross term is in $V_{\rm Coul}$, the electrostatic interaction of two neutral charge distributions. For dipoles along the line of centres $z$, the potential of A at $z>0$ is $\mu_A/z^2$, its field is $-\frac{d}{dz}(\mu_A/z^2)=2\mu_A/z^3$, and the energy of B in it is $-\mu_B$ times the field:

$$E_{\rm int}(\omega;R)\equiv E_{AB}(\omega)-E_A(\omega)-E_B(\omega)=-\frac{2\mu_A\mu_B}{R^3}+O(R^{-4}).$$

Orbital relaxation is second order in a field of order $R^{-3}$ and enters at $R^{-6}$. The functional is size consistent under these assumptions, and any fault lies in the tuning.

Adding and subtracting $E_A(\omega_{AB})+E_B(\omega_{AB})$ splits the separately tuned difference exactly, at any $R$ and for any tuning rule:

$$E_{AB}(\omega_{AB})-E_A(\omega_A)-E_B(\omega_B)=E_{\rm int}(\omega_{AB};R)+\sum_{X}\big[E_X(\omega_{AB})-E_X(\omega_X)\big].$$

The first term is the interaction. The sum is the offset $\Delta$, and it contains no interaction between the fragments.

The example takes A = LiH (bond 3.015 bohr) and B = H$_2$O (O–H 1.81 bohr, angle 104.5°), dipoles collinear, with $R$ measured from the LiH midpoint to the oxygen. The equations are solved self-consistently in the 6-31G basis, each fragment in its own basis, on atom-centred grids of nominally 40 radial and 110 angular points; the grid of the union is the two fragment grids joined. Roots of $J$ are found by Brent or secant iteration. The digits describe this model, not the real molecules, and they are not converged in the basis: in aug-cc-pVDZ on the same grid the tuned values move to $\omega_A=0.485$ and $\omega_B=0.546$ bohr$^{-1}$, keeping their order.

| system | $\omega$ (bohr$^{-1}$) | $E$ | $\varepsilon_H$ | IP | $J$ |
|---|---|---|---|---|---|
| A | 0.50005 | −8.030800 | −0.323417 | 0.323417 | 0 |
| A | 0.60848 | −8.053656 | −0.329854 | 0.322463 | −0.007391 |
| B | 0.50005 | −76.043115 | −0.457857 | 0.482155 | 0.024298 |
| B | 0.60848 | −76.084854 | −0.481794 | 0.481794 | 0 |

Energies are in hartree, and IP $=E(N-1)-E(N)$. Thus $\omega_A=0.50005$ and $\omega_B=0.60848$ bohr$^{-1}$. At the common value $\omega_A$ the union gives $E_{\rm int}=4.746\times10^{-6}$ hartree at $R=100$ bohr and $3.733\times10^{-5}$ hartree at 50 bohr, so $R^3E_{\rm int}=4.746$ and $4.666$ hartree bohr$^3$. If $R^3E_{\rm int}=c_0+c_1/R$, then $c_0=2(4.746)-4.666=4.826$. The fragment dipoles at $\omega_A$ are $\mu_A=-2.3133$ and $\mu_B=1.0432$ $e$ bohr, giving $-2\mu_A\mu_B=4.827$. The interaction is positive because antiparallel collinear dipoles repel.

## Which value the union takes

The tuning condition of the union involves only its HOMO and its lowest cation. If both are localized on the same fragment, the union takes that fragment's value and not a third one; this is the case for LiH···H$_2$O. The HOMO of the neutral union is the higher of the two fragment HOMOs, here that of A. The position of the hole in AB$^+$ needs an argument, because a single determinant can share it.

Start from A$^+$ and neutral B. Let $a$ be the empty $\beta$ orbital of A$^+$, with eigenvalue $\varepsilon_{\rm hole}$, and $b$ the $\beta$ HOMO of B. Replace $b$ by $\varphi=\sqrt{1-\delta}\,b+\sqrt\delta\,a$. Then

$$\varphi(\mathbf r)\varphi(\mathbf r')=(1-\delta)\,bb'+\delta\,aa'+\sqrt{\delta(1-\delta)}\,(ab'+ba').$$

On each fragment this is fractional occupation, with hole fraction $1-\delta$ on A and $\delta$ on B. The product $ab$ vanishes at every single point, so the cross part adds nothing to the density. The fragments carry charges $1-\delta$ and $\delta$, so the classical cross term is $+\delta(1-\delta)/R$. In the Fock term, $\gamma_\beta^2=\delta(1-\delta)a^2b'^2$ for $\mathbf r$ on A and $\mathbf r'$ on B, and the reverse ordering contributes equally, giving $-\frac12\cdot2\cdot\delta(1-\delta)\operatorname{erf}(\omega R)/R$. For $\omega R\gg1$ the two cancel, leaving charge–dipole terms of order $R^{-2}$. (With only a fraction $\alpha$ of long-range Fock exchange, $(1-\alpha)\delta(1-\delta)/R$ would remain.) The energy of AB$^+$ is therefore the sum of two fractional fragment energies. At fixed orbitals $\mathcal E$ changes with an occupation at the rate $\varepsilon_i$, so filling $a$ and emptying $b$ gives

$$\frac{dE}{d\delta}\Big|_{\delta\to0}=\varepsilon_{\rm hole}(A^+)-\varepsilon_H(B),$$

with isolated-fragment eigenvalues. A positive value makes the localized hole locally stable.

At $\omega_A$, $\varepsilon_{\rm hole}=-0.37084$ hartree, and $-0.37084+0.45786$ gives $0.0870$ hartree ($0.08701$ from the unrounded eigenvalues). Evaluating the functional of the union at $R=100$ bohr on the rotated determinant and dividing the energy change by $\delta$ gives 0.08961, 0.08689 and 0.08683 hartree for $\delta=10^{-3},10^{-5},10^{-8}$. The last differs from 0.08701 by $-0.00018$ hartree. The first differs by the same $-0.00018$ from the 0.08979 hartree obtained by changing the occupations by $10^{-3}$ in the isolated fragments at frozen orbitals. That residue has the size of $|\mu|/R^2$, one to two times $10^{-4}$, and is far below $1/R=0.01$.

The finite-$\delta$ quotient lies above its limit, and the excess sits in the correlation of A$^+$: at $\delta=10^{-3}$ the quotient for isolated A$^+$ exceeds $\varepsilon_{\rm hole}$ by 0.00266 hartree, while the PW92 term alone, with its linear part subtracted, gives 0.00271. The valence region of LiH$^+$ is almost fully spin-polarized, and PW92 contains $(1-\zeta)^{4/3}$ with $1-\zeta=2n_\beta/n$. Where the added density $\delta a^2$ far exceeds the existing $n_\beta$, this yields an energy of order $\delta^{4/3}$ and an excess quotient of order $\delta^{1/3}$; where it is far smaller, the function can be Taylor expanded and the excess is linear in $\delta$. The numbers do not follow $\delta^{1/3}$. The excess over the $10^{-8}$ value falls from 0.0028 to 0.00006 over two decades, a factor of roughly 40, between the 4.6 of the first law and the 100 of the second, so neither law alone describes this range of $\delta$. The excess is positive and only helps the stability.

Local stability is not yet global. The other integer state, AB$^+$ with the hole on B, lies higher by $0.482155-0.323417=0.1587$ hartree. In between, define the deviation from linearity $d_X(x)=E_X(x)-(1-x)E_X(0)-xE_X(1)$. With relaxed orbitals the energy above the localized state is $0.1587\,\delta+d_A(1-\delta)+d_B(\delta)$. Self-consistent fractional calculations give $d_A=-0.0008,-0.0020,-0.0026$ hartree at $x=\frac14,\frac12,\frac34$. By Janak's theorem $d_B'(0)=-\varepsilon_H-{\rm IP}=-J_B$, so a parabola would give $d_B\approx-0.0243\,\delta(1-\delta)$, an estimate only. At $\delta=\frac14,\frac12,\frac34$ both deviations are small against the linear term. The self-consistent AB$^+$, first started from the orbitals of neutral AB and then followed in $\omega$ during the tuning, has a Mulliken charge of 1.00000 on LiH; since that start is already localized on A, this confirms a localized self-consistent solution, while its being the lowest rests on the estimate above.

With HOMO and hole on A, $J_{AB}$ differs from $J_A$ only through the electrostatic potential $V_B$ of B at A. To first order the eigenvalue shifts by $-\int\phi_H^2V_B$, plus a response of A's orbitals to the field of order $R^{-3}$. The ionization energy shifts by $+\int\Delta\rho\,V_B$, where $\Delta\rho$ is the charge density of A$^+$ minus that of A. Both $\phi_H^2$ and $\Delta\rho$ integrate to one, so the constant part of $V_B$, of order $R^{-2}$, cancels in the sum, and the gradient leaves $R^{-3}$. Polarization of B by the charge enters at $R^{-4}$. Provided $J_A'(\omega_A)\ne0$,

$$\omega_{AB}=\omega_A+O(R^{-3}),\qquad \Delta=E_B(\omega_A)-E_B(\omega_B).$$

Tuning the union in full gives $\omega_{AB}=0.50001$ bohr$^{-1}$ at 50 bohr and $0.50005$ at 100 bohr. A shift of $-4\times10^{-5}$ reduced eightfold is below the fifth decimal, in line with this. The water in the union is left untuned, with $J_B=0.0243$ hartree.

## Why the offset is first order

Take $\lambda=\omega$ in the stationarity result. Since $\partial_\omega[\operatorname{erf}(\omega r)/r]=(2/\sqrt\pi)e^{-\omega^2r^2}$, the Fock term contributes $-\pi^{-1/2}\sum_\sigma\iint\gamma_\sigma^2e^{-\omega^2r_{12}^2}$. In the local term $\partial a/\partial\omega=1/2k$, so $\partial e/\partial\omega=-\frac{3}{4\pi}kn\,F'(a)/2k=-\frac{3}{8\pi}nF'(a)$. Because erfc $=1-$erf, differentiating the first form of $e$ shows that this equals $+\pi^{-1/2}\int(\gamma^{\rm u})^2e^{-\omega^2r^2}d^3r$, which is positive. Together,

$$\frac{dE}{d\omega}=-\frac1{\sqrt\pi}\sum_\sigma\int d^3r\int d^3r'\Big[\gamma_\sigma^2(\mathbf r,\mathbf r')-\gamma^{\rm u}\big(n_\sigma(\mathbf r);r_{12}\big)^2\Big]e^{-\omega^2r_{12}^2}.$$

The slope measures how much more of the orbital exchange hole than of the uniform-gas hole lies within a distance of about $1/\omega$ of the electron. It vanishes in two limits. As $\omega\to0$ the Gaussian tends to one, and for integer occupations $\int\gamma_\sigma^2d^3r'=\sum_{ij}\phi_i\phi_j\delta_{ij}=n_\sigma(\mathbf r)$; the uniform gas is also a determinant of fully occupied orbitals and obeys the same rule, so the two terms are $\mp N/\sqrt\pi$. As $\omega\to\infty$ the Gaussian samples only $\mathbf r'=\mathbf r$, where both squares equal $n_\sigma^2$. Between the limits nothing forces cancellation. The slope is a sum over all occupied orbitals, core included, whereas by Janak's theorem $J=E(1)-E(0)-E'(0)$ concerns the curvature in $x$ of the frontier occupation. Setting $J=0$ places no condition on $dE/d\omega$.

For water at $\omega_B$ the Fock part is $-3.41510$ hartree bohr, from a central difference of the long-range exchange energy at frozen orbitals with step $10^{-3}$ bohr$^{-1}$; six-dimensional quadrature of the Gaussian formula on a coarser double grid gives $-3.4151$. The local part, from $F'$ on the grid, is $+3.07026$. The sum is $-0.3448$ hartree bohr, and a central difference of self-consistent energies with step $2\times10^{-3}$ bohr$^{-1}$ gives the same value. The negative sign says that at this range the orbital hole of water is the more compact of the two. The offset is

$$\Delta=\int_{\omega_B}^{\omega_A}\frac{dE_B}{d\omega}\,d\omega\simeq E_B'(\omega_B)\,(\omega_A-\omega_B)=(-0.34483)(-0.10842)=0.0374\ \text{hartree}.$$

Three-point Gauss–Legendre integration of the slope gives 0.041740 hartree, and the table gives $-76.043115+76.084854=0.041739$ hartree. The first-order estimate is 10% below the full offset, because within this interval the slope steepens towards smaller $\omega$: its mean over the interval is $0.041739/(-0.10842)=-0.385$ hartree bohr.

## The number

At $R=100$ bohr the tuned union has $E_{AB}(\omega_{AB})=-84.073907$ hartree, and the separately tuned difference is

$$-84.073907+8.030800+76.084854=+0.041747\ \text{hartree}=1.14\ \text{eV}.$$

The interaction at common $\omega$ is $4.7\times10^{-6}$ hartree, about 8800 times smaller. At 50 bohr, $E_{AB}=-84.073850$ hartree and the difference is 0.041805 hartree, again 1.14 eV. Halving the distance multiplied the true interaction by 7.9 and changed the apparent one by 0.14% of itself. The size of the offset depends strongly on the basis through the gap between the tuned values: in aug-cc-pVDZ it is 0.0245 hartree, or 0.67 eV, with the same sign. Of the 0.041805, the offset accounts for 0.041739 and $E_{\rm int}$ for 0.000037. The remaining $2.9\times10^{-5}$ has the size expected from the small shift of $\omega_{AB}$: with $E_A'(\omega_A)=-0.222$ and the mean water slope as a stand-in for $E_B'(\omega_A)$, $(-0.222-0.385)(-4\times10^{-5})\approx2.4\times10^{-5}$ hartree, with the shift known to one figure.

The sign of the offset is that of $E_B'\,(\omega_A-\omega_B)$. Here the slope is negative and the more easily ionized fragment has the smaller $\omega$, so the offset mimics repulsion. With the opposite order of the tuned values and a negative slope it would mimic binding. It vanishes if $\omega_A=\omega_B$ and the hole stays on one fragment. If A is accompanied by $m$ distant copies of B, and the HOMO and the hole of the union stay on A, the additivity at fixed $\omega$ makes the offset $m\Delta$.

## Identical fragments

For A···A the opening form allows $\Delta=0$, since $\omega_{AA}=\omega_A$ is possible. Whether it happens depends on the cation. The rotation argument holds with B replaced by A. The neutral dimer has $\varepsilon_H(A)$ as its highest eigenvalue, and a cation with hole fractions $x$ and $1-x$ has energy $E_A(x)+E_A(1-x)=E_A(0)+E_A(1)+d(x)+d(1-x)$ by the definition of $d$. Subtracting $2E_A(0)$ and adding $\varepsilon_H$,

$$J_{AA}=J_A+\min_x\big[d(x)+d(1-x)\big].$$

Tuning enforces $d'(0)=-J_A=0$. It does not enforce $d=0$ elsewhere. If $d(x)+d(1-x)\ge0$ for all $x$ at $\omega_A$, the broken-symmetry cation is lowest and $\omega_{AA}=\omega_A$. A calculation that ends in a symmetric hole, whether forced to or merely started from symmetric orbitals, can then find another value. If the sum is negative somewhere, the lowest cation is delocalized and $J_{AA}(\omega_A)<0$; since $J$ falls with $\omega$ here, the root moves to smaller $\omega$.

LiH in this model belongs to the second case. The localized hole is not even locally stable: the slope is $\varepsilon_{\rm hole}-\varepsilon_H=-0.37084+0.32342=-0.0474$ hartree. At $\omega_A$ the deviations are $d(\frac14)=-0.000755$, $d(\frac12)=-0.001974$ and $d(\frac34)=-0.002640$ hartree, so $d(\frac14)+d(\frac34)=-0.003395$ lies above $2d(\frac12)=-0.003948$, and the symmetric state is the lowest of those sampled. The curve $d$ is lopsided, flat at $x=0$ where tuning acts and with slope $d'(1)=-\varepsilon_{\rm hole}-{\rm IP}=+0.0474$ hartree at the other end.

The cancellation of the $1/R$ terms can be seen directly. Two parallel LiH molecules are set 100 bohr apart, perpendicular to their axes, and the dimer functional is evaluated, without further iteration, on the orbitals of the $x=\frac12$ fragment. With the $\beta$ valence electron in $(a+b)/\sqrt2$ the energy exceeds $2E_A(\frac12)$ by $2.3\times10^{-6}$ hartree. With the cross block of $\gamma_\beta$ deleted it exceeds it by $2.502\times10^{-3}$ hartree, the bare classical term $\delta(1-\delta)/R=1/4R=2.500\times10^{-3}$.

The root of $J_A+2d(\frac12)$, found from fragment calculations at $x=0$ and $\frac12$, is $\omega_{\rm sym}=0.43178$ bohr$^{-1}$, where $J_A=0.006567$ and $2d(\frac12)=2(-0.003283)=-0.006566$ hartree. There $d(\frac14)+d(\frac34)=-0.001870-0.003416=-0.005286$ hartree is again higher. The offset is $2[E_A(\omega_{\rm sym})-E_A(\omega_A)]=0.0314$ hartree $=0.85$ eV; first order gives $2(-0.22231)(0.43178-0.50005)=0.0304$ hartree, 3% below it. If the symmetric hole is the lowest cation, as the sampled fractions indicate, two identical molecules at infinite separation appear to repel by 0.85 eV. In aug-cc-pVDZ the localized hole is still unstable (slope $-0.046$ hartree), with $\omega_{\rm sym}=0.424$ bohr$^{-1}$ and an offset of 0.78 eV.

For $m$ copies sharing the hole evenly, the same bookkeeping gives $J_m=J_A+m\,d(1/m)$. Expanding, $m\,d(1/m)=d'(0)+d''(0)/2m+\dots$, and $d'(0)=-J_A$, so $J_m=d''(0)/2m+\dots$. Where the even spread is the lowest cation, $J_m$ thus weakens as $1/m$, and a root that stays in that range tends to a zero of the curvature at $x=0$, which need not be $\omega_A$. The even spread is not always the lowest: for four LiH at $\omega_A$, $4d(\frac14)=-0.0030$ hartree lies above $2d(\frac12)=-0.0039$ hartree, so a hole shared by only two of the molecules is lower.

## What removes the offset

The exact split shows that $\Delta=0$ when one $\omega$ is used in all three terms. At 100 bohr the interaction is $4.746\times10^{-6}$ hartree at $\omega_A$ and $4.859\times10^{-6}$ at $\omega_B$, so the choice of the common value changes it by 2% of itself in this electrostatic regime; for overlapping fragments the sensitivity has to be examined afresh. The price is that at least one fragment violates its own condition $J=0$. A common $\omega$ also inherits the assumptions of the fixed-$\omega$ argument. If charge flows between fragments, or a hole spreads as in (LiH)$_2^+$, the union is no longer a sum of integer fragments even at fixed $\omega$, and the energy of the dissociated cation misses $E_A(0)+E_A(1)$ by $2d(\frac12)=-0.0039$ hartree at $\omega_A$.

Retuning along a geometry change has the same defect in differential form. If $\omega$ follows a coordinate $Q$, then $dE/dQ=(\partial E/\partial Q)_\omega+E'(\omega)\,d\omega/dQ$, and the second term is a force that arises from the changing functional and not from the moving nuclei.
